# Geometric-Mean Permittivity of a Two-Dimensional Checkerboard from Duality

## 1. Equal layers: a product that needs explaining

Take two dielectrics with permittivities \(k_1\) and \(k_2\), both real and positive and measured relative to vacuum. Stack them in flat layers of equal thickness, with the layer normal along \(x\). Throughout, \(\mathbf D\) is the displacement divided by the vacuum permittivity, so \(\mathbf D=k\mathbf E\), and \(\langle\cdot\rangle\) is the average over one period.

If the applied field lies along the layers, the tangential component \(E_y\) is continuous across each interface. A uniform \(E_y\) solves the problem, and averaging \(D_y=kE_y\) gives

\[
K_{yy}=\langle k\rangle=\frac{k_1+k_2}{2}.
\]

If the field lies along the normal, \(D_x\) is continuous and uniform instead. Then \(\langle E_x\rangle=D_x\langle 1/k\rangle\), so

\[
K_{xx}=\frac{1}{\langle 1/k\rangle}=\frac{2k_1k_2}{k_1+k_2}.
\]

The two values differ, but in their product the sum \(k_1+k_2\) cancels:

\[
K_{xx}K_{yy}=k_1k_2 .
\]

For \(k_1=4\) and \(k_2=1\), round values standing for a dense dielectric and voids, this reads \(1.6\times2.5=4\). If the same product law held for a pattern with \(K_{xx}=K_{yy}\), the common value would have to be \(\sqrt{k_1k_2}\). The questions are where the law comes from and which patterns obey it.

## 2. The effective tensor of a periodic pattern

Let \(k(x,y)\) be periodic in the plane, uniform along \(z\), and bounded between two positive constants. The period is much smaller than the wavelength, so the field is quasistatic, and there is no free charge. For an applied in-plane field \(\mathbf E_0\),

\[
\mathbf E=\mathbf E_0-\nabla\varphi,\qquad \nabla\cdot(k\mathbf E)=0,\qquad \langle k\mathbf E\rangle=K\mathbf E_0 ,
\]

with \(\varphi\) periodic. The last equation defines the effective tensor \(K\). Since \(k\) jumps, the divergence condition is read in its averaged form: \(\langle\nabla\psi\cdot k\mathbf E\rangle=0\) for every periodic \(\psi\) of finite energy.

This condition gives a minimum principle. Add \(-\nabla\psi\) to the solution and expand the square; the cross term vanishes, leaving

\[
\langle k|\mathbf E-\nabla\psi|^2\rangle=\langle k|\mathbf E|^2\rangle+\langle k|\nabla\psi|^2\rangle .
\]

The true field therefore has the lowest energy among all trial fields \(\mathbf E_0-\nabla\varphi\), and it is unique, because the last term is positive unless \(\nabla\psi=0\). It exists because finding it means projecting \(\mathbf E_0\) onto the closed space of periodic gradients, with \(\langle k\,\mathbf a\cdot\mathbf b\rangle\) as scalar product. Sharp corners in the pattern do not disturb this argument.

Let \(\mathbf F=\mathbf F_0-\nabla\chi\) be the solution for a second applied field \(\mathbf F_0\). Then

\[
\mathbf F_0\cdot K\mathbf E_0=\langle(\mathbf F+\nabla\chi)\cdot k\mathbf E\rangle=\langle k\,\mathbf F\cdot\mathbf E\rangle .
\]

The right side is symmetric in the two fields, so \(K\) is a symmetric matrix. Setting \(\mathbf F=\mathbf E\) gives \(\mathbf E_0\cdot K\mathbf E_0=\langle k|\mathbf E|^2\rangle\), which is positive for \(\mathbf E_0\neq0\).

Two bounds follow. The uniform trial field \(\mathbf E_0\) gives \(\mathbf E_0\cdot K\mathbf E_0\le\langle k\rangle E_0^2\). For the other side, take any constant vector \(\mathbf C\) and expand a non-negative average:

\[
0\le\Big\langle k\Big|\mathbf E-\frac{\mathbf C}{k}\Big|^2\Big\rangle=\mathbf E_0\cdot K\mathbf E_0-2\mathbf C\cdot\mathbf E_0+C^2\langle1/k\rangle .
\]

The choice \(\mathbf C=\mathbf E_0/\langle1/k\rangle\) makes this sharpest, and together

\[
\frac{E_0^2}{\langle1/k\rangle}\le\mathbf E_0\cdot K\mathbf E_0\le\langle k\rangle E_0^2 .
\]

**Limit.** The layers of Section 1 reach both bounds, one in each direction, so neither can be improved from the area fractions alone. For equal areas of permittivity 4 and 1, the value along a given in-plane direction may lie anywhere from 1.6 to 2.5 if nothing more is known about the geometry. The ends are reached by the strongly anisotropic layers. If the pattern is known to be isotropic in the plane, the Hashin–Shtrikman bounds, quoted here without derivation, narrow the range to 1.857–2.154.

## 3. Rotating the fields by a right angle

Let \(R\) rotate vectors by \(90^\circ\):

\[
R=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad R\begin{pmatrix}a\\b\end{pmatrix}=\begin{pmatrix}-b\\a\end{pmatrix}.
\]

From a solution \(\mathbf E,\mathbf D\) form \(\mathbf E'=R\mathbf D\) and \(\mathbf D'=R\mathbf E\), that is, \(\mathbf E'=(-D_y,D_x)\) and \(\mathbf D'=(-E_y,E_x)\). Where the fields are smooth,

\[
\partial_xE'_y-\partial_yE'_x=\partial_xD_x+\partial_yD_y=0,
\]
\[
\partial_xD'_x+\partial_yD'_y=-(\partial_xE_y-\partial_yE_x)=0 .
\]

The new \(\mathbf E'\) is curl-free and the new \(\mathbf D'\) is divergence-free. To include interfaces and corners, use Fourier series. A periodic field of zero mean is a gradient when each Fourier coefficient is parallel to its wavevector \(\mathbf q\), and divergence-free when each is perpendicular to \(\mathbf q\). In the plane, \(R\) turns one property into the other.

The new fields also obey a material law. Since \(R\) commutes with the scalar \(k\),

\[
\mathbf D'=R\mathbf E=\frac1k R\mathbf D=\frac1k\mathbf E' .
\]

They therefore solve the cell problem for the reciprocal pattern \(1/k\). Their averages are \(\langle\mathbf E'\rangle=RK\mathbf E_0\) and \(\langle\mathbf D'\rangle=R\mathbf E_0\). Write \(K[k]\) for the tensor of pattern \(k\). By definition \(\langle\mathbf D'\rangle=K[1/k]\langle\mathbf E'\rangle\), and since \(\mathbf E_0\) is arbitrary,

\[
K[1/k]\,R\,K[k]=R\quad\Longrightarrow\quad K[1/k]=R\,K[k]^{-1}R^{T}.
\]

To simplify, write the symmetric tensor with entries \(a,b,c\):

\[
K=\begin{pmatrix}a&c\\c&b\end{pmatrix},\qquad K^{-1}=\frac1{\det K}\begin{pmatrix}b&-c\\-c&a\end{pmatrix}.
\]

Conjugation by \(R\) exchanges the diagonal entries of a symmetric matrix and reverses the sign of the off-diagonal one:

\[
R\begin{pmatrix}b&-c\\-c&a\end{pmatrix}R^T=\begin{pmatrix}c&-a\\b&-c\end{pmatrix}\begin{pmatrix}0&1\\-1&0\end{pmatrix}=\begin{pmatrix}a&c\\c&b\end{pmatrix}.
\]

The result is the duality relation

\[
K[1/k]=\frac{K[k]}{\det K[k]} .
\]

**Limits.** For a uniform medium \(K=k\,I\), with \(I\) the unit matrix, and the right side is \(k\,I/k^2=I/k\), as it should be. For the layers, the \(xx\) entry of the right side is \(1/K_{yy}=1/\langle k\rangle\). The left side is the normal component for layers of permittivity \(1/k\), which is again \(1/\langle k\rangle\).

**A pattern without helpful symmetry.** With \(X\) and \(Y\) running from 0 to \(2\pi\) over one period, consider

\[
k=2\exp[0.8\cos X+0.6\sin(X+Y)+0.5\cos2Y].
\]

Minimizing the energy numerically gives \(K_{xx}=1.8256\), \(K_{yy}=2.1835\) and \(K_{xy}=-0.1415\). The determinant is \(1.8256\times2.1835-0.1415^2=3.966\), so duality predicts \(K_{xx}[1/k]=1.8256/3.966=0.4603\). A separate minimization for the pattern \(1/k\) gives 0.4603, and the other two components agree as well.

## 4. Exchanging the phases

Multiplying \(k\) by a constant \(c\) leaves \(\mathbf E\) unchanged and multiplies \(\mathbf D\) by \(c\), so \(K[ck]=cK[k]\). For a two-phase pattern take \(c=k_1k_2\) and consider

\[
\tilde k(x,y)=\frac{k_1k_2}{k(x,y)} .
\]

Where \(k=k_1\) this equals \(k_2\), and where \(k=k_2\) it equals \(k_1\). It is the same geometry with the phases exchanged. Scaling and duality together give, for any two-phase pattern,

\[
K[\tilde k]=\frac{k_1k_2}{\det K[k]}\,K[k].
\]

Suppose now that exchanging the phases amounts to a shift of the whole pattern. A shift cannot change averages over a period, so \(K[\tilde k]=K[k]\). Since \(K\) is not zero, the prefactor must be one:

\[
\det K=k_1k_2 .
\]

This explains the layers: with equal thicknesses, a shift by one layer exchanges the materials.

## 5. The checkerboard

In a checkerboard of equal squares, a shift by one square along \(x\) exchanges the phases, so \(\det K=k_1k_2\). The pattern is also unchanged by a \(90^\circ\) rotation about the centre of any square, which requires \(K=RKR^T\). By the conjugation rule of Section 3,

\[
\begin{pmatrix}a&c\\c&b\end{pmatrix}=\begin{pmatrix}b&-c\\-c&a\end{pmatrix},
\]

so \(a=b\) and \(c=0\). The tensor is \(k^*\) times the unit matrix, its determinant is \(k^{*2}\), and positivity selects the root:

\[
k^*=\sqrt{k_1k_2}.
\]

Within the quasistatic model this is exact at any contrast. For permittivities 4 and 1, \(k^*=2\).

**Weak contrast.** Put \(k_{1,2}=\bar k(1\pm\delta)\). The arithmetic mean is \(\bar k\), the harmonic mean is \(\bar k(1-\delta^2)\), and \(k^*=\bar k\sqrt{1-\delta^2}\approx\bar k(1-\delta^2/2)\). To second order the checkerboard lies midway between the bounds.

**Strong contrast.** Hold \(k_1\) fixed and let \(k_2\) become small. The upper bound tends to \(k_1/2\) and the lower one falls as \(2k_2\), while \(k^*\) falls as \(\sqrt{k_2}\). The bounds separate without limit in ratio, yet \(k^*\) remains their geometric mean, because their product is \(k_1k_2\).

**Rectangles.** If the squares become equal rectangles with sides along \(x\) and \(y\), the shift still exchanges the phases. Mirror symmetry removes \(K_{xy}\), but the fourfold rotation is lost. What remains is \(K_{xx}K_{yy}=k_1k_2\), as for the layers.

**The third direction.** The isotropy is confined to the plane. A uniform field along \(z\) is curl-free, and \(k\) does not vary along \(z\), so \(\nabla\cdot(k\mathbf E)=0\) holds too. Hence \(K_{zz}=(k_1+k_2)/2\), which is 2.5 in the example. A half-void columnar film of this kind has an in-plane permittivity 20% below its value along the columns. For a three-dimensional checkerboard of cubes the derivation gives no result: the vectors perpendicular to \(\mathbf q\) then fill a plane, those parallel to it a line, and no rotation exchanges the two sets.

## 6. Equal areas are not enough

Drop the shift symmetry and keep the fourfold rotation. The tensor is still isotropic in the plane, and the exchange relation of Section 4 becomes

\[
k^*(k_1,k_2)\,k^*(k_2,k_1)=k_1k_2 ,
\]

where the second factor belongs to the same geometry with the materials exchanged. The product is fixed, but not the separate factors.

For a definite case, divide the period into \(8\times8\) small squares. The inclusion is the central \(6\times6\) block without its four corner squares, so it covers \(36-4=32\) of 64 squares, half the area. Inclusions in neighbouring periods do not touch. The finite-element values are

- 1.874 for dense inclusions (permittivity 4) surrounded by void;
- 2.135 for void inclusions surrounded by the dense phase.

Their product is 4.001, against 4 from the exchange relation; the small excess has the sign expected of energies minimized over a restricted set of fields. The two values lie about 6% below and 7% above the geometric mean, each on the side of the surrounding phase. Two films with the same void fraction thus differ by 14% in permittivity, relative to the lower value. Porosity alone does not fix \(k^*\).

This also shows how the checkerboard result can fail in a real structure. If one material forms bridges across the corners where squares touch, exchanging the phases is no longer a shift. The geometric mean is then no longer guaranteed, though the product relation survives if the fourfold symmetry does.

## 7. How the phases share the energy

Because \(k^*\) is known for all \(k_1\) and \(k_2\), it also gives information about the local field. Start from

\[
k^*E_0^2=\min_\varphi\langle k|\mathbf E_0-\nabla\varphi|^2\rangle .
\]

Change \(k_1\) slightly at fixed geometry. The potential changes too, but the energy is stationary with respect to it, so to first order the explicit change of \(k\) alone counts. With \(\langle\cdot\rangle_1\) the average over phase 1, which fills half the area,

\[
\frac{\partial k^*}{\partial k_1}E_0^2=\frac12\langle|\mathbf E|^2\rangle_1 .
\]

Differentiating the geometric mean gives \(\partial k^*/\partial k_1=\tfrac12\sqrt{k_2/k_1}\). The same steps apply to phase 2, and therefore

\[
\frac{\langle|\mathbf E|^2\rangle_1}{E_0^2}=\sqrt{\frac{k_2}{k_1}},\qquad
\frac{\langle|\mathbf E|^2\rangle_2}{E_0^2}=\sqrt{\frac{k_1}{k_2}} .
\]

Phase 1 contributes \(\tfrac12k_1\sqrt{k_2/k_1}\,E_0^2=\tfrac12k^*E_0^2\) to the average \(\langle k|\mathbf E|^2\rangle\). Each phase stores half of the energy, whatever the contrast.

**Limit and numbers.** For \(k_1=k_2\) both ratios are one, as a uniform field requires. For 4 and 1 they are 0.5 in the dense phase and 2 in the void, so the root-mean-square field in the void is \(\sqrt2\approx1.41\) times the applied field. The finest mesh gives 0.501 and 1.996, with an energy share of 0.501 for the dense phase. These are averages; the local field can be much larger, as the corners show.

## 8. The field at a corner

Place the origin where four squares meet, with phase 1 in the first and third quadrants and \(k_1>k_2\). Near the corner try \(\varphi=r^\lambda g(\theta)\). Laplace's equation within each phase requires \(g''+\lambda^2g=0\). Choose the solution that is even about the diagonal of phase 1 and odd about that of phase 2:

\[
g=A\cos[\lambda(\theta-\tfrac{\pi}{4})]\quad(0<\theta<\tfrac{\pi}{2}),
\]
\[
g=B\sin[\lambda(\tfrac{3\pi}{4}-\theta)]\quad(\tfrac{\pi}{2}<\theta<\pi).
\]

At \(\theta=\pi/2\) both \(g\) and \(kg'\) are continuous, the second because the normal component of \(\mathbf D\) is:

\[
A\cos\frac{\lambda\pi}{4}=B\sin\frac{\lambda\pi}{4},\qquad
k_1A\sin\frac{\lambda\pi}{4}=k_2B\cos\frac{\lambda\pi}{4}.
\]

Dividing the second equation by the first gives

\[
\tan^2\frac{\lambda\pi}{4}=\frac{k_2}{k_1},\qquad \lambda=\frac4\pi\arctan\sqrt{\frac{k_2}{k_1}} .
\]

The two reflections carry this matching to the other three interfaces. For equal phases \(\lambda=1\), an ordinary uniform field. For unequal phases \(0<\lambda<1\), and the field of this solution grows as \(r^{\lambda-1}\) towards the corner. An applied field exactly perpendicular to the diagonal of phase 1 does not excite it, because the potential is then odd about that diagonal. At the neighbouring corners the diagonal of phase 1 has the other direction, and there the same applied field does excite it. The energy within radius \(r\) scales as \(\int_0^r s^{2\lambda-2}s\,ds=r^{2\lambda}/(2\lambda)\), which is finite. The field at an ideal sharp corner can thus be unbounded while \(k^*\) stays well defined.

The singularity also sets the numerical accuracy. By the minimum principle, the error of a computed \(k^*\) is the energy of the error field. With mesh spacing \(h\), the unresolved region \(r<h\) contributes of order \(h^{2\lambda}\). Farther out, linear interpolation misses a field of order \(h\,r^{\lambda-2}\), whose energy \(h^2\int_h s^{2\lambda-4}s\,ds\) is again of order \(h^{2\lambda}\). This scaling estimate predicts order 1.181 for permittivities 4 and 1, and 0.780 for 10 and 1. The observed orders are 1.180 and 0.783.

## 9. Checking the geometric mean by direct minimization

The energy can be minimized without using duality. With the field along \(x\), mirror planes through the square centres are either equipotentials or free of flux, so one square region around a corner suffices. For permittivities 4 and 1, meshes with 64, 128 and 256 elements per side give upper bounds 2.00252, 2.00111 and 2.00049; the 32-element mesh gives 2.00572, and so does a full period with elements of the same size.

To extrapolate, first remove the regular \(h^2\) error by combining neighbouring meshes as \(T=(4k_{h}-k_{2h})/3\). This gives

\[
T_1=2.00145,\quad T_2=2.00064,\quad T_3=2.00028 .
\]

If the remaining error shrinks by a constant factor \(q\) per refinement, then \(q=d_2/d_1\), with \(d_1=T_1-T_2=0.00081\) and \(d_2=T_2-T_3=0.00036\). The error still left in \(T_3\) is the geometric series \(d_2(q+q^2+\dots)=d_2^2/(d_1-d_2)\approx0.00029\). The limit is \(2.00028-0.00029\approx2.0000\), found without supplying either the expected value or the corner exponent.

At permittivities 10 and 1 the corner is stronger. The finest mesh gives 3.180, still 0.6% above \(\sqrt{10}=3.1623\), while the extrapolated value is 3.1623. The value along \(z\) is then 5.5, so the in-plane permittivity is 43% lower. The full mesh sequences are in the numerical output below.

## Calculated quantities

```
All permittivities are relative to vacuum (dimensionless).
Checkerboard with k_1 = 4, k_2 = 1
  harmonic mean (lower bound)         1.6000
  arithmetic mean (upper bound, k_zz) 2.5000
  geometric mean, derived k*          2.00000
  finite-element bound,  32 x  32 mesh 2.00572
  finite-element bound,  64 x  64 mesh 2.00252
  finite-element bound, 128 x 128 mesh 2.00111
  finite-element bound, 256 x 256 mesh 2.00049
  extrapolated k*                     2.00000
  corner exponent lambda              0.5903
  expected convergence order 2 lambda 1.181
  observed convergence order          1.180
  energy share of phase 1, finest mesh 0.5010
  <E^2>/E0^2 in phase 1: mesh 0.5011, derived 0.5000
  <E^2>/E0^2 in phase 2: mesh 1.9964, derived 2.0000
  full period, 64 x 64 mesh: K_xx = 2.00572, K_yy = 2.00572
  full period, |K_xy| below 1e-8: True
Checkerboard with k_1 = 10, k_2 = 1
  harmonic mean (lower bound)         1.8182
  arithmetic mean (upper bound, k_zz) 5.5000
  geometric mean, derived k*          3.16228
  finite-element bound,  32 x  32 mesh 3.25497
  finite-element bound,  64 x  64 mesh 3.21593
  finite-element bound, 128 x 128 mesh 3.19341
  finite-element bound, 256 x 256 mesh 3.18037
  extrapolated k*                     3.16233
  corner exponent lambda              0.3900
  expected convergence order 2 lambda 0.780
  observed convergence order          0.783
Smooth anisotropic pattern, components xx, yy, xy
  K[k]            1.82559 2.18351 -0.14152
  K[1/k], solved  0.46029 0.55053 -0.03568
  K[k] / det K[k] 0.46029 0.55053 -0.03568
Isolated inclusions, phases 4 and 1, 128 x 128 mesh
  area fraction of inclusions         0.500
  k*, dense inclusions in void        1.874
  k*, void inclusions in dense phase  2.135
  product of the two values           4.001
  product k_1 k_2                     4.000
```
